Dopant diffusion under pressure and biaxial strain: Aziz's relation derived twice

**A rigid vacancy**

Take a crystal block with a flat upper face, and let a dopant move only when a vacancy accompanies it. Suppose that the lattice does not relax around the vacancy and that stress leaves its jump rate unchanged. To make the vacancy, a host atom is taken from the interior and placed on the upper face. The block gains one lattice site, of volume Ω, and that face rises by Ω/A on average, where A is its area.

Under hydrostatic pressure p the face pushes back with force pA, so the vacancy costs extra work pA·Ω/A = pΩ. The vacancy concentration, and with it the diffusivity, varies as exp(−pΩ/kT).

Now pull or squeeze the block sideways and leave the upper face free. The side faces carry load but do not move when the vacancy forms, and the upper face moves but carries no load. No work is done, and the diffusivity does not change.

Pressure and biaxial strain thus see the new site differently, because one loads the face that moves and the other does not. Real defects also relax their surroundings, and their saddle points have shapes. Aziz's relation accounts for both.

**Definitions and result**

The crystal is cubic and the dopant dilute. Diffusion is along axis 3, the normal n of the free face, which is a three-fold or four-fold crystal axis. Tensile stress is positive. One type of carrier (a dopant with a vacancy, or with a self-interstitial) transports the dopant, so that

D33 = c M,

where c is the equilibrium number of carriers per dopant atom and M is the carrier's diffusivity along n. Composition and doping conditions are held fixed.

Let s be the number of lattice sites created with the carrier. For a vacancy s = +1. For an interstitial s = −1, because the extra host atom is taken from the face. The two measured responses are

V* = −kT ∂ln D33/∂p,

Q′ = −kT ∂ln D33/∂ε,

where ε is the strain common to both in-plane directions, with σ33 = 0. With Y the biaxial modulus, the relation is

V* + (3/2) Q′/Y = sΩ + V∥ − V⊥.

V∥ and V⊥ are the migration volumes along and across n, defined below. All statements are first order in stress.

**First derivation: work of the loads**

If a process changes the mean strain of a block of volume V0 by Δe_ij, constant loads do work σ_ij V0 Δe_ij, summed over i and j. Write V_ij = V0 Δe_ij. The free energy of the process falls by σ_ij V_ij, and its Boltzmann factor gains exp(σ_ij V_ij/kT). The activation volume tensor of diffusion is therefore

V_ij = kT ∂ln D33/∂σ_ij = V^f_ij + V^m_ij,

where the formation part comes from ln c and the migration part from ln M.

The formation part has two pieces. The first is site creation at the face. It displaces only the face normal to n, and contributes sΩ n_i n_j. The added material is strained like the rest, but its elastic energy is of order Ωσ²/Y, which is second order.

The second piece is relaxation around the carrier. A carrier may have several orientations o, equivalent at zero stress, with relaxation tensors B^o. Their total number varies as

c ∝ Σ_o exp(σ_ij B^o_ij/kT).

At zero stress all terms are equal, so the derivative of kT ln c is the plain average of B^o. The cubic symmetry operations carry one orientation into another and leave the average unchanged, so the average is a multiple of the unit tensor. Calling its trace V^r, the relaxation volume, we have

V^f_ij = sΩ n_i n_j + (V^r/3) δ_ij.

The formation volume is isotropic in its relaxation part even when each single carrier is not.

The migration part need not be isotropic, because M refers to motion along one direction. It must be unchanged by the three-fold or four-fold rotation about n, which leaves

V^m = diag(V⊥, V⊥, V∥).

Hydrostatic pressure means σ_ij = −p δ_ij, so V* is the trace of V:

V* = sΩ + V^r + 2V⊥ + V∥.

For biaxial stress σ11 = σ22 = σ_b and σ33 = 0, the response is

V_b = kT ∂ln D33/∂σ_b = V11 + V22 = (2/3)V^r + 2V⊥.

The site term is absent, as in the rigid case.

To pass from stress to strain on a (001) film, use the free face:

0 = σ33 = C11 ε33 + 2C12 ε, hence ε33 = −(2C12/C11) ε.

Then

σ_b = (C11 + C12) ε + C12 ε33 = Yε, with Y = C11 + C12 − 2C12²/C11.

A (111) film has its own Y, but equal in-plane strains still give equal in-plane stresses. By the chain rule,

Q′ = −Y V_b.

Multiply V_b by 3/2 to match the relaxation term in V*:

(3/2)V_b = V^r + 3V⊥.

Subtracting this from V* removes V^r:

V* − (3/2)V_b = sΩ + V∥ − V⊥.

Replacing V_b by −Q′/Y gives Aziz's relation.

Two measurements cannot determine the three quantities V^r, V⊥ and V∥, even when s is known. They do fix the anisotropy V∥ − V⊥. If s is unknown, the sign of the combination identifies it provided that |V∥ − V⊥| is smaller than Ω.

**Second derivation: counting hops**

The second route uses individual hops and never separates formation from migration. Let the carrier sit in states i, with volume tensors B^i, and leave through paths a, with saddle tensors S^a. Both are measured from the crystal with an immobile dopant, without the site term. The populations and the transition-state rates are

c_i = c_i⁰ exp[(sΩσ33 + σ:B^i)/kT],

Γ_a = Γ_a⁰ exp[(σ:S^a − σ:B^i)/kT],

where c_i⁰ and Γ_a⁰ are the values at zero stress, i is the state that path a leaves, and σ:B means σ_ij B_ij summed. The number of hops per unit time through path a is proportional to their product, from which B^i cancels:

c_i Γ_a = c_i⁰ Γ_a⁰ exp[(sΩσ33 + σ:S^a)/kT].

A deep or shallow well changes how long the carrier waits, but also how many carriers wait there.

If successive hops are uncorrelated, the mean square displacement gives

D33 = ½ Σ_a c_i Γ_a (d_a·n)²,

with d_a the hop vector. Correlations add terms containing the mean displacement out of one state multiplied by that out of another: the later hop supplies one factor, and the earlier hop, seen in reversed time, supplies the other. Suppose that these means vanish at zero stress. Stress can make them nonzero in first order, but their product is then second order and drops out.

Differentiating ln D33 at zero stress gives

V_ij = sΩ n_i n_j + ⟨S_ij⟩,

where the average has weights c_i⁰Γ_a⁰(d_a·n)². The axis n again makes ⟨S⟩ = diag(S⊥, S⊥, S∥). Therefore

V* = sΩ + 2S⊥ + S∥,

V_b = 2S⊥,

V* − (3/2)V_b = sΩ + 2S⊥ + S∥ − 3S⊥ = sΩ + S∥ − S⊥.

To connect the two forms, compare the two expressions for V_ij: ⟨S⟩ = (V^r/3)I + V^m. The isotropic part cancels in the difference, so S∥ − S⊥ = V∥ − V⊥.

This form shows where the anisotropy comes from. Consider a vacancy hopping along the four bond directions b of the diamond lattice, with saddle tensor tI + w bb. For a (001) film every bond has (b·n)² = 1/3. The weights are equal, the average of bb is I/3, and the anisotropy vanishes.

For a (111) film one bond has (b·n)² = 1 and three have 1/9. The weights are in the ratio 1 : 3/9, so the first bond carries 3/4 of the average and the other three together carry 1/4:

S∥ = t + w[(3/4)·1 + (1/4)·(1/9)] = t + 7w/9.

Since bb has unit trace, S⊥ = t + w(1 − 7/9)/2 = t + w/9, and

S∥ − S⊥ = 2w/3.

With t = −0.3Ω and w = 0.3Ω, the anisotropy is 0.20Ω for (111) and zero for (001). V* is 0.40Ω for both, while V_b is −0.53Ω and −0.40Ω. The same values follow numerically from the slowest decay rate of a long density wave in the hopping equations, which includes correlations. This is a bare vacancy. In a dopant–vacancy pair the dopant can move only by exchanging with the vacancy beside it, so its mean displacement from a state is generally not zero. The hop average then does not apply, but the first derivation still does.

**What each derivation assumes**

Both assume one carrier type, equilibrium with the face normal to n, fixed composition and doping, and linear response.

The first adds the equivalence of carrier orientations under cubic symmetry. It needs no model of motion: V^m is defined as the stress derivative of ln M, so correlated walks and stress-dependent attempt rates are included. In return, it cannot say how large V∥ − V⊥ is.

The second assumes discrete hops, transition-state rates with fixed prefactors and hop lengths, and zero mean displacement from each state at zero stress. It does not need an isotropic relaxation volume, since the wells cancel, and it gives the anisotropy from the saddles.

**Relaxation in an atomistic model**

The Stillinger–Weber potential for silicon shows how large the relaxation terms can be. A vacancy and a tetrahedral interstitial were relaxed in periodic cells of 64 sites, keeping tetrahedral symmetry at zero strain. These are stationary configurations of a model potential, not predictions of the favoured defects in silicon. Migration is left out. Host atoms are exchanged with a bulk reservoir that has the same pressure, or the same strain and a free upper face; this choice supplies the site term.

The vacancy with its neighbours relaxed inward has V^r = −1.66Ω. Its formation enthalpy therefore changes with pressure as (1 − 1.66)Ω = −0.66Ω: in this model pressure favours the vacancy, because inward relaxation outweighs the added site. Its formation energy changes with biaxial strain by 19.7 eV per unit strain. This slope arises because the defective cell is held at the bulk width instead of its own relaxed width, so it scales with that cell's own modulus, 141 GPa, and not with the bulk value of 151 GPa. With the cell modulus the combination is 1.01Ω, against the expected Ω.

The interstitial has V^r = 2.11Ω, a pressure slope of 1.11Ω and a strain slope of −25.9 eV. With a cell modulus of 149 GPa the combination is −0.98Ω, against −Ω. The remaining differences are about 1 to 2 % of Ω; their cause was not tested. With the bulk modulus the two combinations would be 0.91Ω and −0.95Ω. These values are not converged in cell size. In cells of 512 sites V^r becomes −1.69Ω and 2.14Ω, and the strain slopes 21.1 and −26.8 eV. The combinations with the bulk modulus then become 0.99Ω and −0.99Ω, as expected when the cell and bulk moduli approach each other in the dilute limit.

**Two dopants in a strained silicon film**

Take a (001) silicon film at 900 °C, where kT = 0.1011 eV. The site volume is 20.0 Å³, so Ω times 1 GPa is 0.1250 eV. Rough room-temperature constants C11 = 166 GPa and C12 = 64 GPa give

Y = 166 + 64 − 2·64²/166 = 180.7 GPa.

A tension of 1 % means σ_b = 1.81 GPa and ε33 = −0.77 %. The volumes below are chosen round numbers, not fits to particular dopants.

The vacancy-type dopant has V^r = −0.80Ω, V⊥ = −0.05Ω and V∥ = 0.15Ω:

V* = (1 − 0.80 − 0.10 + 0.15)Ω = 0.25Ω = 5.0 Å³,

V_b = (−0.533 − 0.10)Ω = −0.633Ω,

Q′ = 180.7 × 0.633 × 0.1250 eV = 14.3 eV.

The combination is 0.25Ω + 0.95Ω = 1.20Ω, which is Ω plus the anisotropy of 0.20Ω. A pressure of 1 GPa multiplies D by 0.73. The strain multiplies it by exp(−14.3 × 0.01/0.1011) = 0.24.

The interstitial-type dopant has V^r = 0.70Ω, V⊥ = 0.05Ω and V∥ = 0.15Ω:

V* = (−1 + 0.70 + 0.10 + 0.15)Ω = −0.05Ω = −1.0 Å³,

V_b = (0.467 + 0.10)Ω = 0.567Ω,

Q′ = −12.8 eV.

The combination is −0.90Ω. Pressure of 1 GPa multiplies D by 1.06, and the strain by 3.5. A nearly vanishing pressure effect thus coexists with a large strain effect, because under pressure the site term, −Ω, nearly balances the relaxation and migration volumes, 0.95Ω in all, but it is absent under biaxial stress.

If V* alone were known and the anisotropy set to zero, the relation would predict Q′ = −(2/3)Y(V* − sΩ). This gives strain factors of 0.33 instead of 0.24, and 4.1 instead of 3.5. They are 35 % and 16 % above the model's values.

**Where the relation fails**

The source of the defects matters most here. Suppose that internal dislocations supply and remove sites in equal shares along the three axes. Sources of different orientation cannot all be in equilibrium with one concentration under biaxial stress, so take their mean effect. Then sΩ n_i n_j becomes (sΩ/3)δ_ij. V* is unchanged, V_b gains (2/3)sΩ, and

V* + (3/2)Q′/Y = V∥ − V⊥.

For the same strain and volumes, the factors become 1.08 for the vacancy type and 0.80 for the interstitial type. Both effects reverse sign.

A second mechanism also matters, because parallel mechanisms add diffusivities. If the interstitial path carries 5 % of the first dopant's unstrained diffusion, the strain factor is

0.95 × 0.243 + 0.05 × 3.55 = 0.41,

not 0.24. The minority path grows as the majority path shrinks.

Smaller corrections are best compared with the main exponents, ln D changes of −1.41 and +1.27:

- Softening of Y by a rough 7×10⁻⁵ per kelvin above 300 K amounts to 6 %, and shifts them by +0.09 and −0.08.
- Strain splits the conduction valleys by 0.16 eV and, if the split-off band is ignored, the valence bands by 0.07 eV, for rough deformation potentials of 9 and 2.1 eV. With Boltzmann occupation, n = p, equal valence masses and no split-off band, the splitting alone moves the Fermi level enough to change ln D by about 0.12 in magnitude for a carrier differing by one charge from the immobile dopant. In unstrained silicon the split-off band lies only 0.044 eV below the other two; including it widens the valence splitting to 0.10 eV and, still with equal masses, lowers this change to about 0.08. With the warped six-band valence structure of silicon (Luttinger parameters 4.285, 0.339 and 1.446) in place of equal masses, the change is about 0.11. The change of the mean gap with volume is left out and can matter as much.
- The shorter hop along n contributes −0.015, if it is not already included in V^m.
- The elastic energy of one site is 0.02 kT.
- The strain factors extend the first-order exponent to 1 % strain. Competing paths with different saddles add second-order terms, and so does the nonlinear elastic response of the defect: for the Stillinger–Weber vacancy in 216 sites the formation energy at 1 % tension lies 0.08 kT below the linear value. These terms are left out here.

A strain near 1 % is roughly that of silicon grown on a relaxed silicon–germanium layer with a quarter germanium, so the example's strain and stress are realistic for such films if they are thin: the equilibrium (Matthews–Blakeslee) critical thickness at 1 % misfit is only about 9 nm, and thicker films may relax at 900 °C. Real films can depart from the model through misfit dislocations, which relax the strain and may also act as defect sources; isotropic internal sources move the vacancy-type factor from 0.24 to 1.08, but this is not a bound, since the site term follows the Burgers vector: climb of 60° misfit dislocations would give 0.51, and climb of edge dislocations with in-plane Burgers vector 2.3. Implantation damage or surface oxidation can drive defect concentrations away from equilibrium, and germanium entering the film changes its composition. A strain factor from this relation therefore applies to a coherent film of fixed composition and doping, with one dominant type of carrier, whose defects have had time to equilibrate with its surface.

Numerical values quoted here were computed with a short program.
